# Band-edge mass of a pi-bonded chain on Si(111)2x1

## Question

On the Si(111)2x1 surface the dangling-bond orbitals form zigzag chains. Model one isolated chain as follows.

- Each atom carries one orbital, and the orbitals are orthonormal. Each supplies one electron, and the electrons are independent.
- The period along the chain is $a=3.84$ Å and contains two atoms, A and B.
- The site energies are $+D$ on A and $-D$ on B, with $D=0.25$ eV. The zero of energy is their mean.
- The matrix element between nearest neighbours is $-t$, with $t=0.50$ eV, and is the same for both bonds of an atom.

Use $\hbar^2/m_e=7.6200$ eV Å$^2$, where $m_e$ is the free-electron mass. Energies are in eV and lengths in Å.

**(a)** Derive the two bands. Find the smallest gap, where it lies, and the width of each band.

**(b)** On which atoms do the two band-edge states lie?

**(c)** Find the effective masses of electrons and holes at the band edges. What would follow if 3.84 Å were taken for the spacing of successive atoms, projected on the chain axis?

**(d)** Explain the electron mass as motion among the A atoms alone. Discuss large and small $D$.

**(e)** How heavy is an electron whose energy is $k_BT$ above the edge at 300 K?

**(f)** Estimate how the masses and the gap change with (i) unequal bonds, 0.55 and 0.45 eV; (ii) a matrix element $u=0.05$ eV between equal atoms of neighbouring cells; (iii) an overlap $s=0.10$ between neighbouring orbitals; (iv) a matrix element $w=0.02$ eV between equal atoms of adjacent chains, a distance $b=\sqrt3\,a$ apart. Treat each separately, with the other parameters fixed.

**(g)** Does the gap of part (a) give the threshold of optical absorption? Set the model beside the real surface.

## Model answers

### (a) Bands

Number the cells by $n$. Atom A$_n$ is bonded to B$_n$ and to B$_{n-1}$. For $N$ cells in a ring, take the Bloch sums

$$|A_k\rangle=\frac1{\sqrt N}\sum_n e^{ikna}|A_n\rangle,\qquad |B_k\rangle=\frac1{\sqrt N}\sum_n e^{ikna}|B_n\rangle .$$

The bond inside the cell contributes $-t$. The bond to the previous cell contributes $-t$ times the phase $e^{-ika}$. Hence

$$h(k)=\langle A_k|H|B_k\rangle=-t\,(1+e^{-ika}),$$

$$|h|^2=t^2(2+2\cos ka)=4t^2\cos^2\frac{ka}{2}.$$

The amplitudes $c_A,c_B$ obey

$$(D-E)c_A+h\,c_B=0,\qquad h^*c_A+(-D-E)c_B=0 .$$

A non-zero solution needs a vanishing determinant, $(D-E)(-D-E)-|h|^2=E^2-D^2-|h|^2=0$, so that

$$E_\pm(k)=\pm\sqrt{D^2+4t^2\cos^2\frac{ka}{2}} .$$

There are two electrons per cell, and each band holds two per cell when spin is counted. The lower band is therefore full and the upper one empty at zero temperature.

The vertical separation $2E_+(k)$ is smallest where the cosine vanishes, at $k=\pi/a$. The bands are symmetric about zero, so this is also the smallest gap between any two states of the two bands:

$$E_g=2D=0.50\ \text{eV}.$$

The upper band ends at $k=0$, at $\sqrt{D^2+4t^2}=\sqrt{0.0625+1}=1.031$ eV. Each band is $1.031-0.250=0.781$ eV wide.

### (b) Edge states

At $k=\pi/a$ the phase $e^{-ika}$ is $-1$, so $h=0$: the two paths from an A atom to its B neighbours cancel. The equations decouple. The conduction-edge state, $E=+D$, has $c_B=0$ and lies wholly on the A atoms. The valence-edge state, $E=-D$, lies wholly on the B atoms. The amplitude changes sign from one cell to the next in both.

### (c) Masses

Put $k=\pi/a+q$. Since $\cos(\pi/2+qa/2)=-\sin(qa/2)$,

$$E_+^2=D^2+4t^2\sin^2\frac{qa}{2}.$$

For $|q|a\ll1$ the sine may be replaced by its argument, and $4t^2\sin^2(qa/2)\approx t^2a^2q^2$. If also $ta|q|\ll D$, the root can be expanded with $\sqrt{1+x}\approx1+x/2$:

$$E_+\approx D\sqrt{1+\frac{t^2a^2q^2}{D^2}}\approx D+\frac{t^2a^2q^2}{2D}.$$

The mass is defined by $E_+=D+\hbar^2q^2/(2m^*)$. Comparing the coefficients of $q^2$,

$$\frac{\hbar^2}{2m^*}=\frac{t^2a^2}{2D}\quad\Longrightarrow\quad m^*=\frac{\hbar^2D}{t^2a^2}.$$

The valence band is $E_-=-E_+$. A hole has the energy of the missing electron with its sign reversed, so its energy also rises as $t^2a^2q^2/(2D)$, and its mass is the same positive number.

With $t^2a^2/D=0.25\times14.7456/0.25=14.7456$ eV Å$^2$,

$$\frac{m^*}{m_e}=\frac{7.6200}{14.7456}=0.517\approx0.52 .$$

The level spacing of a finite ring gives a check that does not use the expansion. Diagonalizing a ring of 200 cells and reading the mass from the distance between the conduction edge and the next level gives $0.5173\,m_e$, against $0.5168\,m_e$ from the formula. The difference of 0.1 % comes from the finite step $qa=2\pi/200=0.0314$. The next term of the root lowers the spacing by the fraction $t^2a^2q^2/(4D^2)$, which is $(qa)^2$ for $t=2D$, and the next term of the sine lowers it by a further $(qa)^2/12$. Together they raise the mass by the fraction $\tfrac{13}{12}(qa)^2=0.0011$.

If 3.84 Å were the projected spacing of successive atoms, the period would be 7.68 Å. Because $m^*\propto a^{-2}$ at fixed $t$ and $D$, the result would be four times too small, $0.129\,m_e$. The doubled period in the name 2x1 lies across the chains, not along them.

### (d) Meaning of the mass

The second amplitude equation gives $c_B=h^*c_A/(E+D)$. Inserting this in the first gives

$$E-D=\frac{|h|^2}{E+D}.$$

Near the conduction edge $E+D\approx2D$, so

$$E\approx D+\frac{t^2(2+2\cos ka)}{2D}=D+2J+2J\cos ka,\qquad J=\frac{t^2}{2D}.$$

This is the band of a chain of A atoms with direct matrix element $J$. For a single electron, this is passage from one A atom to the next by a virtual visit to the B atom between them, which lies $2D$ lower. In the filled chain that B orbital is already occupied. There an electron of the same spin first moves from B to the next A atom, at a cost of $2D$, and the first electron then fills the vacancy. For independent electrons both descriptions give the same band. At $k=\pi/a$ the curvature is $2Ja^2=t^2a^2/D$, as in part (c).

Here $J=0.50$ eV, as large as $2D$. The reduced description therefore holds close to the edge, where $|h|\ll2D$, and not over the whole band.

A larger $D$ weakens the virtual process. With $t$ and $a$ fixed, doubling $D$ doubles the mass, to $1.03\,m_e$. For $D\gg t$ the condition $|h|\ll2D$ holds at every $k$, and the whole upper band becomes a cosine of width $4J=2t^2/D$.

For $D\to0$ the mass and the gap vanish together. The range $|q|\ll D/(ta)$ in which a mass describes the band shrinks as well. At $D=0$ the energy near the crossing is $\pm ta|q|$, with the constant speed $ta/\hbar$, and the parabolic formula has no range of use.

### (e) An electron at thermal energy

Away from the edge a useful mass is the ratio of crystal momentum, measured from the edge, to velocity:

$$m_p=\frac{\hbar q}{v}=\frac{\hbar^2q}{dE/dq}.$$

Differentiating $E^2=D^2+4t^2\sin^2(qa/2)$,

$$2E\frac{dE}{dq}=4t^2\,a\sin\frac{qa}{2}\cos\frac{qa}{2}=2t^2a\sin qa .$$

Therefore $dE/dq=t^2a\sin(qa)/E$, and

$$m_p=\frac{\hbar^2qE}{t^2a\sin qa}=m^*\,\frac{E}{D}\,\frac{qa}{\sin qa}.$$

At 300 K, $\varepsilon=k_BT=0.02585$ eV. With $E=D+\varepsilon$,

$$4t^2\sin^2\frac{qa}{2}=E^2-D^2=\varepsilon(2D+\varepsilon)=0.02585\times0.52585=0.01359 .$$

Since $4t^2=1$ eV$^2$, $\sin(qa/2)=0.1166$ and $qa=0.2337$. The factors are $E/D=1.103$ and $qa/\sin qa=1.009$, which give $m_p=0.575\,m_e$, 11 % above the edge mass. Most of the increase comes from the small gap, through $E/D$. This is the value at one representative energy, not a thermal average. It also depends on the definition. Differentiating once more gives $d^2E/dq^2=t^2a^2\left[\cos(qa)/E-t^2\sin^2(qa)/E^3\right]$, so the curvature mass $\hbar^2/(d^2E/dq^2)$, which sets the acceleration in a field, is $0.72\,m_e$ at the same energy, 39 % above the edge mass.

### (f) Terms left out of the model

**(i) Unequal bonds.** With matrix elements $-t_1$ and $-t_2$,

$$|h|^2=t_1^2+t_2^2+2t_1t_2\cos ka=(t_1-t_2)^2+4t_1t_2\cos^2\frac{ka}{2}.$$

The cancellation at the zone boundary is now incomplete, and the half-gap is $G=\sqrt{D^2+(t_1-t_2)^2}$. Repeating part (c) with $D\to G$ and $t^2\to t_1t_2$ gives $m=\hbar^2G/(t_1t_2a^2)$. For 0.55 and 0.45 eV, $G=\sqrt{0.0625+0.0100}=0.269$ eV. The gap becomes 0.54 eV and both masses $0.56\,m_e$, 9 % higher.

**(ii) Equal atoms of neighbouring cells.** Both diagonal elements gain $2u\cos ka=-2u\cos qa\approx-2u+ua^2q^2$. This adds to the upward curvature of the conduction band and reduces the downward curvature of the valence band:

$$\frac1{m}=\frac{a^2}{\hbar^2}\left(\frac{t^2}{D}\pm2u\right),$$

with plus for electrons and minus for holes. Here $t^2/D=1.0$ eV and $2u=0.1$ eV. The electron mass falls to $0.47\,m_e$ and the hole mass rises to $0.57\,m_e$. The vertical gap at the zone boundary stays $2D$, since both edges shift by $-2u$. A negative $u$ exchanges the two masses.

**(iii) Overlap.** Write $f=1+e^{-ika}$. The off-diagonal element of $H-ES$, where $S$ is the overlap matrix, is $-tf-Esf=-(t+sE)f$, and the determinant gives

$$E^2-D^2=(t+sE)^2|f|^2,\qquad |f|^2\approx a^2q^2 .$$

To leading order in $q^2$, set $E=+D$ on the right for electrons and $E=-D$ for holes. Then

$$m=\frac{\hbar^2D}{(t\pm sD)^2a^2},$$

again with plus for electrons. The effective matrix elements are 0.525 and 0.475 eV, and the masses $0.47$ and $0.57\,m_e$. The gap remains $2D$ because $f=0$ at the edge. With overlap present, the value of $t$ depends on the zero of energy, which is here the mean site energy.

**(iv) Adjacent chains.** Both bands gain $2w\cos k_yb$, where $k_y$ is the wave number across the chains. This does not depend on $k$ along the chain, so the mass along the chain is unchanged. That holds for coupling between equal atoms only. An element $-w'$ from an A atom to the two nearest B atoms of an adjacent chain would replace $t$ by $t+w'$ at $k_y=0$ and by $t-w'$ at $k_y=\pi/b$; for $w'=0.02$ eV the mass along the chain would be $0.48$ and $0.56\,m_e$. The conduction minimum moves down by $2|w|$ and the valence maximum up by $2|w|$, at different $k_y$. The smallest gap becomes indirect:

$$2D-4|w|=0.50-0.08=0.42\ \text{eV}.$$

Near the minimum, with $p$ the distance in $k_y$, $-2|w|\cos pb\approx-2|w|+|w|b^2p^2$. Hence $m_\perp=\hbar^2/(2|w|b^2)$. With $b=6.651$ Å this is $7.6200/(0.04\times44.24)=4.3\,m_e$, about eight times the mass along the chain. For $w=0$ it is infinite: the isolated chain allows no motion across.

Terms (i) to (iii) each move the masses by about a tenth, with differing signs. The second digit of 0.52 thus belongs to the stated model, not to the surface.

### (g) Optical threshold and the real surface

The gap $2D$ is the cost of a separate electron and hole. Light creates them together, and they attract. For a pair of zero total momentum on one chain, the energy without attraction is $2E_+(k)$. Let the separation $x$ take whole multiples of $a$, zero included, and let the attraction be

$$-\frac{e^2}{4\pi\varepsilon_0\bar\varepsilon\sqrt{x^2+d^2}},$$

where $\bar\varepsilon=(1+12)/2=6.5$ is the mean of the vacuum value and a rough value for silicon, and $d$ is a softening length, taken as one or two periods $a$. Numerical diagonalization gives a binding energy of 0.32 eV for $d=3.84$ Å and 0.18 eV for $d=7.68$ Å. The spread shows that this is an estimate of size. Exchange is omitted, as are the half-period offset between A and B atoms and the changes of the Bloch states with $k$, and a dielectric constant is doubtful at atomic distances. Even so, the binding is a large part of the 0.50 eV gap. In this estimate absorption starts well below $2D$, while the single-particle mass is unaffected.

The real 2x1 surface is obtained by cleaving silicon. Its chains are tilted, which makes the two atoms inequivalent; $D$ represents this. Its optical absorption has a strong peak at roughly 0.45 eV, while the gap for adding or removing single electrons is larger, roughly 0.7 eV. The chosen $2D=0.50$ eV is thus close to the optical value and low for a single-particle gap. With $t$ and $a$ held fixed, a gap of 0.7 eV would raise the mass by the factor $0.7/0.5=1.4$, to about $0.7\,m_e$. Holding the band width at 0.78 eV instead requires $t=0.54$ eV and gives a factor of 1.2, or $0.63\,m_e$. Either change is larger than any found in part (f) for the mass along the chain. Mixing with bulk states, relaxation of the lattice around a carrier and disorder are also left out, and their effect on the mass is not estimated here. The model does not describe the 7x7 surface that forms on annealing, nor a growth surface whose dangling bonds are saturated by hydrogen.

The numerical output lists the main results, many of them to more digits.

## Table of computed values

```
period along chain a = 3.84 angstrom
hopping t = 0.50 eV
site energies = +/- 0.25 eV
hbar^2/m_e = 7.6200 eV angstrom^2
gap at zone boundary = 0.5000 eV
top of conduction band = 1.0308 eV
width of each band = 0.7808 eV
effective hopping t^2/(2D) = 0.5000 eV
edge curvature t^2 a^2/D = 14.7456 eV angstrom^2
band-edge mass, formula = 0.5168 m_e
electron mass, finite differences = 0.5168 m_e
hole mass, finite differences = 0.5168 m_e
cells in real-space ring = 200
mass from ring level spacing = 0.5173 m_e
conduction-edge weight on upper atoms = 1.0000
valence-edge weight on lower atoms = 1.0000
mass with site energy doubled = 1.0335 m_e
mass if period is wrongly doubled = 0.1292 m_e
temperature = 300 K
thermal energy kT = 0.02585 eV
q*a at kT above edge = 0.2337 rad
momentum mass at kT above edge = 0.5754 m_e
  change from edge mass = +11.4 %
assumed unequal hoppings = 0.55, 0.45 eV
  gap with unequal hoppings = 0.5385 eV
  mass = 0.5622 m_e (+8.8 %)
assumed same-atom hopping u = 0.05 eV
  electron mass = 0.4698 m_e (-9.1 %)
  hole mass = 0.5742 m_e (+11.1 %)
assumed orbital overlap s = 0.10
  electron mass = 0.4687 m_e (-9.3 %)
  hole mass = 0.5726 m_e (+10.8 %)
chain separation b = 6.651 angstrom
assumed interchain hopping w = 0.02 eV
  indirect gap = 0.4200 eV
  mass across chains = 4.31 m_e
assumed silicon dielectric constant = 12
mean dielectric constant = 6.5
pair binding, softening 3.84 angstrom = 0.32 eV
pair binding, softening 7.68 angstrom = 0.18 eV
```
